\section*{Quantum Stress from Scaling Electron and Nuclear Coordinates}

\section*{Setting}

A thin film that takes on the in-plane lattice spacing of a different crystal beneath it is strained, and its stress can bend the wafer. This problem derives that stress from the quantum ground state.

A neutral periodic cell of volume $\Omega$ contains $N$ electrons at $\mathbf r_i$ and nuclei, or rigid ions, clamped at $\mathbf R_I$. Hartree atomic units are used, so the electron mass is 1. All particles interact through central pair potentials. For each lattice vector $\mathbf a_k$ the wavefunction obeys
\begin{equation}
\Psi(\ldots,\mathbf r_i+\mathbf a_k,\ldots)=e^{2\pi i\theta_k}\Psi(\ldots,\mathbf r_i,\ldots),
\end{equation}
with fixed numbers $\theta_k$, the twist. The ground state is normalized and nondegenerate, with energy $E$ per cell.

A homogeneous strain maps each point by $\mathbf r\to F\mathbf r$, $F=1+\varepsilon$. Lattice vectors and nuclei follow the same map, so nuclear positions in units of the lattice vectors stay fixed. The nine components $\varepsilon_{ab}$ are independent, and repeated Cartesian indices are summed in products.

Stress is positive in tension. A traction $\sigma_{ac}n_c$ acting through the displacement $\varepsilon_{ab}r_b$ does the work
\begin{equation}
\oint \sigma_{ac}n_c\,\varepsilon_{ab}r_b\,dS=\sigma_{ac}\varepsilon_{ab}\,\Omega\,\delta_{bc}=\Omega\,\sigma_{ab}\varepsilon_{ab}
\end{equation}
by the divergence theorem. Equating it to the energy change defines the mean stress, $\Omega\sigma_{ab}=\partial E/\partial\varepsilon_{ab}$ at $\varepsilon=0$.

\section*{(a) The scaled state}

\textbf{Question.} Stretch the ground state with the crystal. Show that the result is an allowed state of the strained cell, and find its energy.

\textbf{Solution.} Take
\begin{equation}
\Psi_\varepsilon(\mathbf r_1,\ldots,\mathbf r_N)=(\det F)^{-N/2}\,\Psi(F^{-1}\mathbf r_1,\ldots,F^{-1}\mathbf r_N).
\end{equation}
Put $\mathbf r_i=F\mathbf s_i$. Each volume element gives a factor $\det F$, and the $N$ factors cancel the squared prefactor, so the norm remains 1. Since $F^{-1}(\mathbf r_i+F\mathbf a_k)=\mathbf s_i+\mathbf a_k$, the state has the original twist with respect to the strained lattice vectors.

The chain rule gives $\partial/\partial r_a=(F^{-1})_{ba}\,\partial/\partial s_b$, so the momentum becomes $F^{-T}\mathbf p$. A separation $\mathbf x$ becomes $F\mathbf x$. On the original domain the energy is therefore
\begin{equation}
E_{\rm tr}(\varepsilon)=\langle\Psi|H_\varepsilon|\Psi\rangle,\qquad
H_\varepsilon=\tfrac12\sum_i \mathbf p_i^{T}F^{-1}F^{-T}\mathbf p_i+V_\varepsilon ,
\end{equation}
where $V_\varepsilon$ is the potential with all separations, including those to periodic images, replaced by $F\mathbf x$.

\section*{(b) Why the scaled state is good enough}

\textbf{Question.} The scaled state is generally not the ground state of the strained crystal. Does this spoil the first derivative of the energy?

\textbf{Solution.} No. The variational principle gives $D(\varepsilon)=E_{\rm tr}(\varepsilon)-E(\varepsilon)\ge0$, with $D(0)=0$. Thus $D$ has a minimum at zero strain. Both energies are differentiable there, because the ground state is nondegenerate, so their gradients agree.

The size of the error follows from perturbation theory. Along $\varepsilon=\lambda S$, with $S$ a fixed matrix, write $H_\varepsilon=H+\lambda H_1+\lambda^2H_2+\cdots$. Let $|0\rangle$ be the ground state and $|n\rangle$ the excited states of $H$. Then
\begin{align}
E_{\rm tr}&=E_0+\lambda\langle0|H_1|0\rangle+\lambda^2\langle0|H_2|0\rangle+O(\lambda^3),\\
E&=E_{\rm tr}-\lambda^2\sum_{n\ne0}\frac{|\langle n|H_1|0\rangle|^2}{E_n-E_0}+O(\lambda^3).
\end{align}
The electronic response missing from the scaled state enters at second order. It matters for elastic constants, but not for the stress at the starting cell.

For a degenerate ground level, the first-order energies are the eigenvalues of $H_1$ within that level. The lowest slope can then jump when the strain changes sign, and a single stress tensor need not exist.

\section*{(c) The stress theorem}

\textbf{Question.} Differentiate $E_{\rm tr}$ and express the stress through momenta and pair forces.

\textbf{Solution.} To first order $F^{-1}=1-\varepsilon$, hence $F^{-1}F^{-T}=1-\varepsilon-\varepsilon^T$. The kinetic change is
\begin{equation}
-\tfrac12\sum_i p_{ia}(\varepsilon_{ab}+\varepsilon_{ba})p_{ib}=-\varepsilon_{ab}\sum_i p_{ia}p_{ib},
\end{equation}
because components of one momentum commute. For a pair,
\begin{equation}
|F\mathbf x|^2=x^2+2\varepsilon_{ab}x_ax_b+O(\varepsilon^2)
\quad\Rightarrow\quad
\delta x=\varepsilon_{ab}\frac{x_ax_b}{x}.
\end{equation}
Its potential $v(x)$ changes by $v'(x)\,\delta x$. Collecting the coefficients of $\varepsilon_{ab}$ gives the Nielsen--Martin theorem for this system:
\begin{equation}
\boxed{\;\Omega\sigma_{ab}=-\sum_i\langle p_{ia}p_{ib}\rangle+\frac12\sum_{i,j}{}^{'}\left\langle\frac{x_ax_b}{x}\,v_{ij}'(x)\right\rangle\;}
\label{eq:theorem}
\end{equation}
In the pair sum $i$ runs over electrons and nuclei of one cell, and $j$ over all particles and their images. The prime omits a particle paired with itself at zero separation. The factor $\frac12$ corrects for double counting.

In the diagonal components, momentum flux pushes outward and gives negative stress, while an attractive pair has $v'>0$ and pulls inward, giving tension. Off-diagonal components can have either sign. The tensor is symmetric, so a rigid rotation, for which $\varepsilon$ is antisymmetric to first order, costs no energy at that order.

Nuclear forces need not vanish in (\ref{eq:theorem}). If reduced nuclear positions $u_m$ also change with strain, the chain rule adds $\sum_m(\partial E/\partial u_m)(du_m/d\varepsilon_{ab})$. This term vanishes when the forces do. Nuclei treated as moving quantum particles of mass $M_I$ would add $-\langle P_{Ia}P_{Ib}\rangle/M_I$ to the kinetic sum.

\section*{(d) The Coulomb limit}

\textbf{Question.} What does the trace say when all particles are point charges? Compare a crystal with an isolated molecule.

\textbf{Solution.} Under uniform scaling by $1+\lambda$, the kinetic energy $T$ of the scaled state varies as $(1+\lambda)^{-2}$ and the Coulomb energy $V$ as $(1+\lambda)^{-1}$. The slope at $\lambda=0$ is
\begin{equation}
\Omega\,\sigma_{aa}=-(2T+V).
\label{eq:virial}
\end{equation}
A crystal with zero mean stress thus has $V=-2T$. For an isolated molecule there is no cell to stretch, and the same slope is $\sum_I\mathbf R_I\cdot\partial E/\partial\mathbf R_I$. It vanishes at the equilibrium geometry.

An ion with a soft core of length $c$ and charge $Z$ attracts an electron through $v(x)=-Z\,{\rm erf}(x/c)/x$. Then
\begin{equation}
x\,v'(x)=-v(x)-\frac{2Z}{\sqrt\pi\,c}\,e^{-x^2/c^2}.
\end{equation}
The core length does not scale with the crystal, so (\ref{eq:virial}) fails, while (\ref{eq:theorem}) remains valid.

\section*{(e) Periodic sums and a finite basis}

\textbf{Question.} The real-space Coulomb sum converges only conditionally. Give a usable form, and decide whether a finite plane-wave basis breaks the theorem.

\textbf{Solution.} A periodic pair potential has Fourier coefficients $w(G^2)/\Omega$ at reciprocal vectors $\mathbf G$. Under strain $\mathbf G\to F^{-T}\mathbf G$, so $\mathbf G\cdot\mathbf x$ is unchanged, while
\begin{equation}
\delta(G^2)=-2G_aG_b\varepsilon_{ab},\qquad \delta\Omega=\Omega\,\varepsilon_{aa}.
\end{equation}
Therefore
\begin{equation}
\frac{\partial}{\partial\varepsilon_{ab}}\frac{w}{\Omega}
=\frac1\Omega\left[-\delta_{ab}w-2G_aG_b\frac{dw}{d(G^2)}\right].
\label{eq:recip}
\end{equation}
For unit charges $w=4\pi/G^2$. The singular $\mathbf G=0$ terms cancel in a neutral cell, which here has no macroscopic electric field. On an electron, the soft-core ion acts as a Gaussian charge cloud, with $w=-4\pi Ze^{-G^2c^2/4}/G^2$. Expanding at small $G$ gives $-4\pi Z/G^2+\pi Zc^2$. The finite part adds $\pi Zc^2/\Omega$ to the energy of each electron--ion pair. In the examples below the ions act on one another, and on their own images, as point charges.

A charge also interacts with its own images. Ewald's division $1/r={\rm erfc}(\eta r)/r+{\rm erf}(\eta r)/r$ gives, for a unit charge and lattice vectors $\mathbf L$,
\begin{equation}
\xi=\sum_{\mathbf L\ne0}\frac{{\rm erfc}(\eta L)}{L}+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\Omega\eta^2}.
\end{equation}
The third term removes the charge's own smooth potential at $r=0$. The last makes the cell average of the periodic potential zero, since $\int{\rm erfc}(\eta r)/r\,d^3r=\pi/\eta^2$. Each charge $q$ contributes $q^2\xi/2$. At fixed $\eta$ the first sum is differentiated as in (c) and the second by (\ref{eq:recip}); the third term is constant, and the last gives $+\delta_{ab}\pi/(\Omega\eta^2)$. Potentials between different charges are treated in the same way.

Now expand the wavefunction in plane waves with fixed integer labels of $\mathbf G$. Scaling turns each basis function into the one with the same label in the strained cell. The scaled state stays in the basis, the argument of (b) applies there, and the theorem holds for the finite-basis energy. With a fixed kinetic-energy cutoff the set of labels can change, and this argument is lost.

As an example, take lattice vectors $(5,0,0)$, $(1,5.5,0)$, $(0.5,-0.8,6)$ bohr and two ions of charge 1. Their cores are 0.8 and 1.2 bohr, at reduced positions $(0,0,0)$ and $(0.37,0.42,0.55)$. Two electrons in a singlet have twist $(0.10,0.20,-0.15)$ and 27 plane waves each. Their interacting Hamiltonian is diagonalized iteratively. For the strain
\begin{equation}
\varepsilon=\lambda\begin{pmatrix}1&0.4&0\\0.4&-0.5&0.2\\0&0.2&0.3\end{pmatrix},
\end{equation}
the scaled state lies above the ground state by $2.09\times10^{-5}$ hartree at $\lambda=0.01$ and $5.24\times10^{-6}$ hartree at $\lambda=0.005$. The ratio 3.98 is close to the 4 expected from (b).

With point ions in the same cell, $T=0.2202$ and $V=-1.4287$ hartree. Equation (\ref{eq:virial}) gives $\Omega\sigma_{aa}=-0.4404+1.4287=0.9883$ hartree. This model cell is under mean tension and would lower its energy by shrinking.

\section*{(f) A film clamped in its plane}

\textbf{Question.} A film has a square in-plane net of side $a$ and a free height $h$. Relate its in-plane stress to the relaxed energy $W(a)=\min_hE(a,h)$.

\textbf{Solution.} Measured from the current cell, the strain increments are $d\ln a$, $d\ln a$ and $d\ln h$. Thus
\begin{equation}
dE=\Omega(\sigma_{xx}+\sigma_{yy})\,d\ln a+\Omega\sigma_{zz}\,d\ln h .
\end{equation}
Minimization over $h$ gives $\sigma_{zz}=0$. With $\sigma_{xx}=\sigma_{yy}=\sigma$,
\begin{equation}
\frac{dW}{d\ln a}=2\Omega\sigma .
\label{eq:film}
\end{equation}
If $\sigma=M\epsilon$ for small misfit strain $\epsilon$, integration gives $W-W_0=\Omega M\epsilon^2$ at leading order, where $M$ is the biaxial modulus.

\section*{(g) Numbers for a model film}

\textbf{Question.} Find the stress of a face-centred cubic model film at in-plane strains of $-1\%$ and $+1\%$, and identify the main contributions.

\textbf{Solution.} Each primitive cell holds one ion with $Z=2$, $c=2$ bohr, and two electrons in a singlet. Their interacting wavefunction is expanded in products of 59 plane waves per electron, and the lowest state is found by iterative diagonalization. The twist is $(\frac14,\frac14,\frac14)$. This is a small periodic model, not a converged bulk metal.

A root search for zero normal stress gives the cubic lattice constant $a_0=7.221$ bohr. At each misfit a second search adjusts the height until $\sigma_{zz}=0$. The height strains are $+0.97\%$ under in-plane compression and $-1.00\%$ under tension. The contributions to $\Omega\sigma_{xx}$, in hartree, are:
\begin{center}
\begin{tabular}{lrr}
 & $-1\%$ & $+1\%$\\
kinetic & $-0.10593$ & $-0.10221$\\
electron--ion & $-0.54519$ & $-0.53455$\\
electron--electron & $0.00881$ & $0.00878$\\
own images & $0.63647$ & $0.63334$\\
total & $-0.00584$ & $0.00536$
\end{tabular}
\end{center}
The own-image row includes the ion lattice. Because the singular $\mathbf G=0$ terms have been cancelled among the rows, each Coulomb row is measured against a uniform neutralizing background, and the sign rule of (c) does not apply row by row. The own-image energy is $\frac12(1+1+Z^2)\xi=3\xi$. For a face-centred cubic lattice $\xi\approx-1.79/r_0$, with $\frac43\pi r_0^3=\Omega$, so this energy is about $-1.91$ hartree. It scales as an inverse length, so each diagonal component receives about $+1.91/3=+0.64$ hartree, although like charges repel. For the compressed film, $\Omega=93.15$ bohr$^3$ and
\begin{equation}
\sigma=\frac{-0.00584}{93.15}=-6.27\times10^{-5}\ \frac{\rm hartree}{{\rm bohr}^3}=-1.84\ {\rm GPa}.
\end{equation}
At $+1\%$ the stress is $+1.66$ GPa. The totals are about one per cent of the largest contribution, so the parts must be computed consistently.

The large negative electron--ion part comes mainly from the finite core term of (e). Its energy for two electrons is $2\pi Zc^2/\Omega=16\pi/93.15=0.540$ hartree. Being proportional to $1/\Omega$, it contributes $-0.540$ hartree to $\Omega\sigma_{xx}$. The core makes the mean attraction weaker than that of a point ion, and this penalty falls as the cell expands.

The kinetic part is mostly set by the twist. In the $\mathbf G=0$ plane wave, $k_x=k_y=\pi/(2\times0.99\,a_0)=0.220$ bohr$^{-1}$, so $-2k_x^2=-0.097$ hartree. Plane waves with other labels account for the rest. The same momentum gives a shear stress near $-2k_xk_y/\Omega$, about $-30$ GPa; the full value is $-30.7$ GPa. This shear belongs to one twist. Averaging over the four wavevectors with directions $(1,1,1)$, $(-1,1,1)$, $(1,-1,1)$ and $(1,1,-1)$ removes it by mirror symmetry, while the diagonal stresses are unchanged. The components $\sigma_{xz}$ and $\sigma_{yz}$, which must vanish at a free surface, are of similar size at one twist and vanish only in this average. The diagonal stresses still belong to this family of twists: the term $-2k_x^2/\Omega$ alone is about $-30$ GPa, far larger than the total, and it is absent at zero twist. The values of $a_0$, $\sigma$ and $M$ would therefore change strongly under a full average over twists.

The ratios $\sigma/\epsilon$ are 184 GPa in compression and 166 GPa in tension. Their mean estimates $M\approx175$ GPa, and their difference shows the nonlinearity at one per cent strain. The misfit energies are 0.058 and 0.054 millihartree per cell. They differ from $\Omega M\epsilon^2\approx0.056$ millihartree in opposite directions, as a cubic energy term would make them do.

With 89 plane waves at the same compressed cell, the energy falls by 0.087 millihartree, more than the misfit energy itself. Yet $\sigma_{xx}$ moves only from $-1.845$ to $-1.838$ GPa, and $\sigma_{zz}$ from zero to 0.005 GPa. The energy gained from the added plane waves therefore depends only weakly on these strains, although two basis sizes do not bound the remaining error.

A uniform, coherent 100 nm film at $-1\%$ would carry a force per width of $-1.84\times10^9\times10^{-7}=-184$ N/m. This is the fully strained value. At 1\% misfit the equilibrium critical thickness for misfit dislocations in a face-centred cubic film of this lattice spacing is below about 10 nm, so a real 100 nm film would normally have relaxed most of the misfit. Grain boundaries and surface stress, also absent here, change the growth stress further.
